\section*{Schwartz's variational method for the Bethe logarithm of hydrogen}

The Bethe logarithm of the hydrogen ground state is $\ln k_0=2.9841$, an integral over the energy $k$ of a virtual photon. If this integral is stopped at $k=1249.5$ hartree, about 2500 times the binding energy, it still lacks $0.1482$, or 5\% of its value. Schwartz's method deals with this slow convergence: it computes the integrand variationally, subtracts the terms known in closed form at large $k$, and fits the rest.

\section{The integral}
Units are atomic, $Z=1$, the nucleus is fixed and the coupling is taken in the dipole approximation. Let $h=H-E_0$ with $E_0=-\tfrac12$, let $\omega_n$ be the excitation energies, and $|p_n|^2=|\langle n|\mathbf p|0\rangle|^2$; sums include the continuum. A field mode of energy $k$ and polarization $\boldsymbol\epsilon$ in volume $V$ couples through $\sqrt{2\pi/Vk}\,\boldsymbol\epsilon\cdot\mathbf p$. The mode density is $Vk^2dk\,d\Omega/(2\pi c)^3$, and $\int d\Omega\sum_\epsilon|\boldsymbol\epsilon\cdot\mathbf p|^2=\tfrac{8\pi}{3}|\mathbf p|^2$. Second-order perturbation theory with $c=1/\alpha$ has the prefactor $2\pi\cdot\tfrac{8\pi}{3}\alpha^3/(2\pi)^3=2\alpha^3/3\pi$:
\begin{equation}
\Delta E=-\frac{2\alpha^3}{3\pi}\int_0^K kJ\,dk,\qquad J(k)=\sum_n\frac{|p_n|^2}{\omega_n+k}.
\end{equation}
Define $D=\sum|p_n|^2\omega_n$ and, with $k_0$ in rydberg, $D\ln k_0=\sum|p_n|^2\omega_n\ln 2\omega_n$. For one state $k/(\omega+k)-1=-\omega/(\omega+k)$, so
\begin{equation}
\int_0^\infty\Big[\frac{k}{\omega+k}-1+\frac{\omega}{k+\frac12}\Big]dk=\omega\ln\frac{k+\frac12}{k+\omega}\Big|_0^\infty=\omega\ln2\omega .
\end{equation}
Summing with weights $|p_n|^2$ gives $D\ln k_0=\int_0^\infty[kJ-\langle p^2\rangle+D/(k+\frac12)]dk$. The two subtracted terms grow as $K$ and $\ln K$; they belong to mass renormalization and to the high-energy part of the self-energy, and the piece of $\Delta E$ treated here is $-(2\alpha^3/3\pi)D\ln k_0$.

Set $t=(1+2k)^{-1/2}=1/\lambda$. Then $k=(1-t^2)/2t^2$, $dk=-dt/t^3$ and $1/(k+\frac12)=2t^2$. With $\langle p^2\rangle=1$ and $D=2$, shown below,
\begin{equation}
\ln k_0=\frac12\int_0^1F\,dt,\qquad F=\frac{kJ-1+4t^2}{t^3}.
\end{equation}

\section{The inhomogeneous equation}
Since $\psi_0=2e^{-r}Y_{00}$, $\partial_z\psi_0=-2e^{-r}Y_{10}/\sqrt3$. The three components contribute equally and cancel the factor $1/3$, so $J=\langle s|u\rangle=\int_0^\infty su\,dr$ with $s=2re^{-r}$ and
\begin{equation}
(h+k)u=\Big(-\tfrac12\partial_r^2+\frac1{r^2}-\frac1r+\frac{\lambda^2}2\Big)u=s .
\end{equation}
The function $s$ is also the radial 1s function, so $(-\tfrac12\partial_r^2-\tfrac1r+\tfrac12)s=0$ and $hs=s/r^2=2e^{-r}/r\equiv g$. Hence $\langle p^2\rangle=4\int r^2e^{-2r}dr=1$ and $D=\langle s|g\rangle=4\int e^{-2r}dr=2$.

For a trial function $\tilde u=u+\delta u$ the terms linear in $\delta u$ cancel because $(h+k)u=s$:
\begin{equation}
W[\tilde u]=2\langle s|\tilde u\rangle-\langle\tilde u|h+k|\tilde u\rangle=J-\langle\delta u|h+k|\delta u\rangle\le J .
\end{equation}
The inequality holds since $h\ge3/8$ (the 2p level) for $l=1$. In a basis $\chi_i$ with $A_{ij}=\langle\chi_i|h+k|\chi_j\rangle$ and $b_i=\langle s|\chi_i\rangle$, $W=2b^Tc-c^TAc$ is largest at $c=A^{-1}b$, where $J_N=b^TA^{-1}b$. The error is quadratic: at $t=0.2$, $N=4$, $u$ is off by $1.1\times10^{-3}$ (relative $L^2$ norm) and $J$ by $1.6\times10^{-6}$ of itself.

$F$ divides a cancelling difference by $t^3$, and the cancellation can be done on paper. Write $\tilde u=(s-\tilde v)/k$ and use $\langle s|h+k|s\rangle=2+k$, $\langle s|h+k|\tilde v\rangle=\langle g|\tilde v\rangle+k\langle s|\tilde v\rangle$:
\begin{align}
W&=\frac{2-2\langle s|\tilde v\rangle}{k}-\frac{2+k-2\langle g|\tilde v\rangle-2k\langle s|\tilde v\rangle+\langle\tilde v|h+k|\tilde v\rangle}{k^2}\nonumber\\
&=\frac1k-\frac2{k^2}+\frac{2\langle g|\tilde v\rangle-\langle\tilde v|h+k|\tilde v\rangle}{k^2}.
\end{align}
The last numerator has maximum $w=\langle g|v\rangle$, $(h+k)v=g$. If $s$ lies in the basis, $\tilde v$ spans the same space as $\tilde u$, so $J_N=1/k-2/k^2+w_N/k^2$. Without $s$ this fails; three functions with exponents $1.3$, $2.25$, $3.9$ miss it by $0.0133$ at $t=0.5$. Inserting $kJ-1=(w-2)/k=2t^2(w-2)/(1-t^2)$,
\begin{equation}
F=\frac{2t^2w-4t^2+4t^2(1-t^2)}{t^3(1-t^2)}=\frac{2w-4t^2}{t(1-t^2)}.\label{Fw}
\end{equation}

\section{Two functions by hand}
Take $\chi_a=re^{-ar}$, $\sigma=a+b$, and $\int r^ne^{-\sigma r}dr=n!/\sigma^{n+1}$. The kinetic element is $\tfrac12\int(1-ar)(1-br)e^{-\sigma r}dr=\tfrac12[1/\sigma-\sigma/\sigma^2+2ab/\sigma^3]=ab/\sigma^3$. The terms $1/r^2$, $-1/r$, $\lambda^2/2$ give $1/\sigma$, $-1/\sigma^2$, $\lambda^2/\sigma^3$:
\begin{equation}
A_{ab}=\frac1\sigma-\frac1{\sigma^2}+\frac{ab+\lambda^2}{\sigma^3},\quad \langle g|\chi_a\rangle=\frac2{1+a},\quad\langle s|\chi_a\rangle=\frac4{(1+a)^3}.
\end{equation}
Let $t=\tfrac12$, so $k=\tfrac32$, $\lambda^2=4$, with exponents 1 and 3. Then $A_{11}=\tfrac12-\tfrac14+\tfrac58=\tfrac78$, $A_{13}=\tfrac14-\tfrac1{16}+\tfrac7{64}=\tfrac{19}{64}$, $A_{33}=\tfrac16-\tfrac1{36}+\tfrac{13}{216}=\tfrac{43}{216}$, and $\langle g|\chi\rangle=(1,\tfrac12)$.

One function gives $w_1=8/7$. Directly, $J_1=(\tfrac12)^2/\tfrac78=\tfrac27$, and the identity agrees: $\tfrac23-\tfrac89+\tfrac49\cdot\tfrac87=\tfrac{18}{63}$. The second function is first made $A$-orthogonal to the first, $\chi'=\chi_3-(A_{13}/A_{11})\chi_1=\chi_3-\tfrac{19}{56}\chi_1$. Then
\begin{align}
\langle\chi'|h+k|\chi'\rangle&=\tfrac{43}{216}-\tfrac{19}{64}\cdot\tfrac{19}{56}=\tfrac{9517}{96768},\qquad\langle g|\chi'\rangle=\tfrac12-\tfrac{19}{56}=\tfrac9{56},\nonumber\\
w_2&=\tfrac87+\tfrac{81}{3136}\cdot\tfrac{96768}{9517}=\tfrac{13376}{9517}\approx1.4055 .
\end{align}
The sequence $1.1429$, $1.4055$ rises toward $w_{20}=1.4344$; $J_2=-\tfrac29+\tfrac49w_2=0.4024$ against $J=0.4153$. This orthogonalization is the Cholesky factorization $A=LL^T$, and in general $w_N=|L^{-1}b|^2$ with $b_i=\langle g|\chi_i\rangle$.

\section{Large photon energy}
The source $g\approx2/r$ is not square integrable, so $w$ cannot fall as $\langle g|g\rangle/k$. Near the nucleus keep $T=-\tfrac12\partial_r^2+1/r^2+k$ and solve $Tv_0=2/r$. Because $-\tfrac12(1/r)''+1/r^3=0$, $2/kr$ is a solution. With $\mu=\sqrt{2k}$, the function $y=e^{-\mu r}(\mu+1/r)$ has $y''=(\mu^2+2/r^2)y$, so $Ty=0$, and it removes the pole:
\begin{equation}
v_0=\frac2{kr}\big[1-e^{-\mu r}(1+\mu r)\big].
\end{equation}
With $x=\mu r$ and $[1-e^{-x}(1+x)]'=xe^{-x}$, an integration by parts gives
\begin{equation}
w_0=\int\frac2rv_0\,dr=\frac{4\mu}k\int_0^\infty\frac{xe^{-x}}{x}dx=\frac{4\sqrt2}{\sqrt k}=\frac8\mu .
\end{equation}
The next order follows by putting $v_0$ into the stationary functional: $w\approx w_0+2\langle g-2/r|v_0\rangle+\langle v_0|1/r-\tfrac12|v_0\rangle$. For $1/\mu\ll r\ll1$, $g-2/r\approx-2$ and $v_0\approx2/kr$, so the second term is $-(8/k)\int dr/r=-(8/k)\ln\mu+O(1/k)$. In the third, scaling to $x$ gives convergent integrals of order $\mu^2/k^2$ and $\mu/k^2$, with no logarithm. The functional itself is in error by $\langle\delta v|h+k|\delta v\rangle$, where $\delta v=v-v_0$ obeys $(h+k)\delta v=g-2/r+(1/r-\tfrac12)v_0$. The squared norm of this source stays bounded as $k$ grows, so the error is at most of order $1/k$, again with no logarithm. Now $1/\mu=t+O(t^3)$ and $1/k=2t^2+O(t^4)$, so $w=8t+16t^2\ln t+O(t^2)$, and Eq.~(\ref{Fw}) gives $F=16+32t\ln t+O(t)$. With $\int_0^1t\ln t\,dt=-\tfrac14$ and $16-8=8$,
\begin{equation}
\ln k_0=\tfrac12\Big[8+\int_0^1R\,dt\Big],\qquad R=F-16-32t\ln t .
\end{equation}
This explains the opening figure. The omitted range $t<t_0$ is worth $8t_0\propto K^{-1/2}$ to leading order, because the Coulomb singularity drives the electron at distances $1/\sqrt{2k}$. A fit to the variational $F$ with these two coefficients left free is tested to return 16 within $10^{-6}$ and 32 within $10^{-4}$.

\section{Choice of exponents}
A basis independent of $k$ has $A=A_0+kS$ with overlap $S$, so $w_N\to b^TS^{-1}b/k$ and $F_N\to0$ instead of 16. Sixteen exponents in $[1,2]$, spaced by the cosine rule given below with $L=\ln2$, miss $F(0.02)$ by $3.91$.

For hydrogen the required range is explicit. Put $u=r^2\phi$; multiplying the radial equation by $-2/r$ gives $r\phi''+4\phi'+2\phi-\lambda^2r\phi=-4e^{-r}$. Try $\phi=\int_1^\lambda\rho(a)e^{-ar}da$. Using $re^{-ar}=-\partial_ae^{-ar}$ and integrating by parts, the left side is
\begin{equation}
\rho(1)(1-\lambda^2)e^{-r}+\int_1^\lambda\big[(a^2-\lambda^2)\rho'+2a\rho+(2-4a)\rho\big]e^{-ar}da .
\end{equation}
Thus $\rho(1)=4/(\lambda^2-1)=2/k$ and $\rho'/\rho=(2a-2)/(a^2-\lambda^2)=(1-t)/(a-\lambda)+(1+t)/(a+\lambda)$, so
\begin{equation}
\rho=\frac2k\Big(\frac{\lambda-a}{\lambda-1}\Big)^{1-t}\Big(\frac{\lambda+a}{\lambda+1}\Big)^{1+t}.
\end{equation}
This $u$ is regular and decays, and is the solution since $h+k>0$. As $\rho(\lambda)=0$ for $t<1$, one more integration by parts gives $u=s/k+r\int\rho'e^{-ar}da$, so $v=-k\int_1^\lambda\rho'\chi_a\,da$: a superposition of $\chi_a$ with $a\in[1,\lambda]$. The basis used is $\ln a_j=\tfrac L2[1-\cos\frac{\pi j}{N-1}]$, $j=0,\dots,N-1$, $L=\ln(\lambda+1)$. It contains $s$, and the upper end $\lambda+1$ keeps the exponents apart as $t\to1$. Sixteen such functions miss $F(0.02)$ by $1.27\times10^{-15}$.

A rough rate estimate follows if $A$ is replaced by its term $1/\sigma$. This term is chosen because it can be treated in closed form, not because it dominates: at $t=0.02$ and the middle exponent it is $0.070$ of a diagonal element $0.94$. Orthogonalizing to one exponent $a$ changes this kernel to
\begin{equation}
\frac1{\beta+\beta'}-\frac{2a}{(\beta+a)(\beta'+a)}=\frac{\beta-a}{\beta+a}\,\frac{\beta'-a}{\beta'+a}\,\frac1{\beta+\beta'},
\end{equation}
since $(\beta+a)(\beta'+a)-2a(\beta+\beta')=(\beta-a)(\beta'-a)$. The form is reproduced, so after $N$ steps the squared distance of $\chi_\beta$ from the basis is $(2\beta)^{-1}\prod_j\tanh^2[\tfrac12\ln(\beta/a_j)]$. At $\ln\beta=L/2$, averaging over the uniform angle gives $e^{-\gamma N}$ with $\gamma=\frac4\pi\int_0^{\pi/2}\ln\coth(\tfrac L4\sin\theta)d\theta$. In this model the Cholesky pivots are products of the same kind and become tiny, so the solve uses 100 digits.

\section{The form of the remainder}
The fit needs to know which functions occur in $R$. Let $x=2\lambda r$, $n=m+2$ and $u_m=x^2e^{-x/2}L_m^{3}(x)$. This is the $np$ function for charge $n\lambda$, with energy $-\lambda^2/2$, so $(h+k)u_m=(n\lambda-1)u_m/r$. Laguerre orthogonality gives $\int u_mu_{m'}dr/r=\delta_{mm'}(m+3)!/m!$, so $A$ is diagonal in this complete set. With $r=tx/2$ and $\kappa=(1+t)/2$, $\langle s|u_m\rangle=\tfrac{t^2}2\int x^3e^{-\kappa x}L^3_mdx$. The generating function $\sum L^3_mz^m=(1-z)^{-4}e^{-xz/(1-z)}$ integrates to $6/[\kappa-z(\kappa-1)]^4$, whose $z^m$ coefficient is $\frac{(m+3)!}{m!}(\kappa-1)^m\kappa^{-m-4}$. With $\kappa^{-8}=256/(1+t)^8$, $1/(n\lambda-1)=t/(n-t)$ and $\xi=(\kappa-1)^2/\kappa^2=(\frac{1-t}{1+t})^2$,
\begin{equation}
J=\frac{64t^5}{(1+t)^8}\sum_{m\ge0}\frac{n(n^2-1)}{n-t}\xi^m .\label{sturm}
\end{equation}
At $k=0$ this is $\tfrac{64}{256}\cdot6=\tfrac32$. Polynomial division gives $\frac{n(n^2-1)}{n-t}=m^2+(4+t)m+(3+2t+t^2)-\frac{t(1-t^2)}{n-t}$, and $kJ$ has prefactor $32t^3(1-t^2)/(1+t)^8$. With $q=1-\xi=4t/(1+t)^2$, the sums $\sum\xi^m=1/q$, $\sum m\xi^m=\xi/q^2$, $\sum m^2\xi^m=\xi(1+\xi)/q^3$ and $1+\xi=2(1+t^2)/(1+t)^2$ turn the polynomial part into
\begin{align}
A_0&=\frac{1-t}{(1+t)^5}\big[(1-t)^2(1+t^2)+2t(4+t)(1-t)^2+8t^2(3+2t+t^2)\big]\nonumber\\
&=\frac{1-t}{(1+t)^5}\big[1+6t+12t^2+18t^3+11t^4\big]\nonumber\\
&=1-4t^2+16t^3-52t^4+128t^5+\dots
\end{align}
The other part is $-BG$, where $G=\sum_m\xi^{m+y}/(m+y)$, $y=2-t$, and $B=32t^4(1-t^2)^2\xi^{t-2}/(1+t)^8=32t^4\xi^t/(1-t^2)^2$. Write $\xi=e^{-\eta}$, $\eta=4\,\mathrm{artanh}\,t$. The Bernoulli generating function gives $\partial_\eta G=-e^{-y\eta}/(1-e^{-\eta})=-\eta^{-1}\sum_jB_j(y)(-\eta)^j/j!$ for $|\eta|<2\pi$. The integration constant follows from $G(y{=}1)=-\ln(1-\xi)\to-\ln\eta$ and $\sum_m[\frac1{m+y}-\frac1{m+1}]=-\gamma_E-\psi(y)$. Therefore
\begin{equation}
kJ=A_0+B\Big[\ln t+\ln\frac\eta t+\gamma_E+\psi(2-t)+\sum_{j\ge1}\frac{B_j(2-t)(-\eta)^j}{j\,j!}\Big].
\end{equation}
Everything except $\ln t$ is a power series near $t=0$, and $B$ is even because $\eta t$ is. Logarithms thus enter $F$ only with $t,t^3,t^5,\dots$ From $e^{-4t^2}(1+2t^2)$, $B=32t^4-64t^6+\dots$ The bracket without $\ln t$ starts as $\ln4+1$, with slope $-\psi'(2)-4B_1(2)=-(\pi^2/6-1)-6$. The coefficients $-52+32(\ln4+1)$ and $128-32(\pi^2/6+5)$ give
\begin{align}
R&=(64\ln2-20)t-\big(32+\tfrac{16\pi^2}3\big)t^2-64t^3\ln t+O(t^3)\nonumber\\
&=24.3614\,t-84.6379\,t^2-64t^3\ln t-3.1887\,t^3+\dots
\end{align}
The algorithm uses the list of functions, not these coefficients, which serve to measure errors.

\section{The algorithm and its errors}
\begin{enumerate}
\item Choose a cut $t_0$. On $[t_0,1]$ compute $R$ from $w_N$ at $n$ Gauss--Legendre nodes in $\ln t$, a variable that moves the branch point $t=0$ to infinity. Call the result $Q$.
\item At points $t_i\in[t_0,4t_0]$ fit $R$ by least squares with functions $\varphi$: $t^p$ for $1\le p\le P$ and $t^p\ln t$ for odd $p$, $3\le p\le P$.
\item Integrate the fit over $[0,t_0]$ to get $T$, and form $\ln k_0=\tfrac12(8+Q+T)$.
\end{enumerate}
With $\Phi_{i\nu}=\varphi_\nu(t_i)$ and moments $M_\nu=\int_0^{t_0}\varphi_\nu dt$, the coefficients are $(\Phi^T\Phi)^{-1}\Phi^TR$, so $T=\sum_iW_iR_i$ with $W=\Phi(\Phi^T\Phi)^{-1}M$.

\emph{Basis.} By Eq.~(\ref{Fw}), $F-F_N=2(w-w_N)/t(1-t^2)\ge0$. Gauss weights are positive, so the basis lowers $Q$. The $W_i$ need not be positive, so the total is not a bound; the basis changes $T$ by at most $\Lambda\max|F-F_N|$, $\Lambda=\sum|W_i|$.

\emph{Fit.} Let $t_i=t_0\tau_i$ with fixed $\tau_i$. Since $t^p\ln t=t_0^p\tau^p(\ln\tau+\ln t_0)$ and $t^p$ is also fitted, the fitted space does not depend on $t_0$ as a space of functions of $\tau$, and $W_i\propto t_0$ through $dt=t_0d\tau$. Fitted terms are integrated without error. The first omitted term $ct^{P+1}$ leaves $c[\sum W_it_i^{P+1}-\int_0^{t_0}t^{P+1}dt]\propto t_0^{P+2}$ as $t_0\to0$; for even $P$ its logarithmic partner adds a factor linear in $\ln t_0$. Halving $t_0=2\times10^{-4}$ gives exponents $2.997$ for $P=1$ and $4.992$ for $P=3$.

\emph{Estimate.} Without a reference, one adds the changes under $P\to P-2$, $N\to N-4$, $n\to n-4$. This is an estimate and not a bound.

The numerical check takes its reference from the spectral definition. Near $t=n$, $k+\omega_n\approx(n-t)/n^3$, so the pole of Eq.~(\ref{sturm}) gives $|p_n|^2=64n^3(n^2-1)\xi^{n-2}/(1+n)^8$, and with $\omega_n=(n^2-1)/2n^2$ the strength $f_n=2|p_n|^2/3\omega_n=256n^5(\frac{n-1}{n+1})^{2n}/3(n^2-1)^4$. The continuum density, with $\omega=(1+\nu^{-2})/2$, is $df/d\nu=256\nu^5e^{-4\nu\,\mathrm{arccot}\,\nu}/[3(1+\nu^2)^4(1-e^{-2\pi\nu})]$. It is not derived here and enters only the check, where it reproduces $\sum f=1$, $D=2$ and Eq.~(\ref{sturm}) at two values of $k$ to $10^{-14}$. The reference is $-0.0144948816732+2.9986234374387=2.9841285557655$; bound states contribute with negative sign because $2\omega_n<1$.

\section{Hydrogen 1s}
Take $t_0=0.02$, $n=24$ and 16 fit points $t_i=t_0\,4^{[1-\cos(\pi i/15)]/2}$, $i=0,\dots,15$, with $k$ from $77.625$ to $1249.5$ hartree. The values of $\Lambda$ depend on this spacing: points evenly spaced in $t$ give $111$ instead of $66.4$ at $P=8$. All errors below are absolute. The third column is the basis error of $Q/2$, the fourth the error of $\ln k_0$ at $P=8$ against the reference.
\begin{center}
\begin{tabular}{rlll}
$N$ & $\max(F-F_N)$ & from $Q$ & total\\
8 & $1.8\times10^{-6}$ & $-5.5\times10^{-9}$ & $-1.5\times10^{-7}$\\
12 & $3.2\times10^{-11}$ & $-7.7\times10^{-14}$ & $-6.8\times10^{-12}$\\
16 & $1.3\times10^{-15}$ & $-4.2\times10^{-18}$ & $-1.2\times10^{-14}$\\
28 & $2.2\times10^{-27}$ & $-4.4\times10^{-30}$ & $-1.2\times10^{-14}$
\end{tabular}
\end{center}
At $N=8$ the total is 28 times the part from $Q$, so the basis error enters mainly through the extrapolated tail, well inside its bound $\tfrac12\cdot66.4\cdot1.8\times10^{-6}=6\times10^{-5}$. From $N=12$ to 28 the decay rate is $2.33$ per function, 37\% above the estimate $\gamma=1.70$ for $L=3.93$. The estimate gives the order of the rate and, here, understates it. The dropped terms of $A$ do not explain the difference: with the full $A$ the squared distance of the single mid-range $\chi_\beta$ falls at $1.60$ per function. The higher rate belongs to the target: $v$ is a superposition of the $\chi_a$, and their errors largely cancel in it. If the distances of the $\chi_a$ are instead added with the same weights, so that nothing cancels, the square of the sum falls at only $1.65$ per function.

The dependence on the fit at $N=28$ is:
\begin{center}
\begin{tabular}{rrll}
$P$ & terms & error & $\Lambda$\\
1 & 1 & $-3.6\times10^{-4}$ & 0.0036\\
2 & 2 & $-1.5\times10^{-5}$ & 0.011\\
4 & 5 & $-3.1\times10^{-9}$ & 0.095\\
6 & 8 & $-8.4\times10^{-13}$ & 2.15\\
7 & 10 & $-1.5\times10^{-14}$ & 21.4\\
8 & 11 & $-1.2\times10^{-14}$ & 66.4
\end{tabular}
\end{center}
Raising $P$ lowers the truncation error while $\Lambda$ grows, so a high order is safe when the bound $\tfrac12\Lambda\max|F-F_N|$ is well below the truncation error it removes. Since this is only a bound, a high order can pay beyond it: at $N=8$ the bound for $P=8$ exceeds the error of $P=2$, yet $P=8$ is the more accurate. It is not the best choice there: $P=4$ has error $-3.2\times10^{-8}$ against $-1.5\times10^{-7}$ for $P=8$, because the amplified basis error has overtaken the truncation error. The fitted coefficients $24.36141956$, $-84.63789$ and $-64.0$ match the derived ones. The result is
\begin{align}
\ln k_0&=\tfrac12\,(8-2.03640005840313+0.00465716993410)\nonumber\\
&=\tfrac12\cdot5.96825711153097=2.984128555765 .
\end{align}
The opening deficit is now accounted for. With $\int_0^{t_0}t\ln t\,dt=\tfrac12t_0^2\ln t_0-\tfrac14t_0^2=-8.824\times10^{-4}$, the range below $t_0$ gives $0.16-16\cdot8.824\times10^{-4}+0.0023=0.1482$. Subtracting the two known terms reduces the loss to $T/2=0.002329$, close to the leading $24.36\,t_0^2/4=0.00244$, and the fit supplies the remainder.

The error stops at $-1.2\times10^{-14}$. The basis is not the cause, as the value is the same from $N=20$ to 28. Nor is the fit: the fitted tail $0.004657169934103$ and the exact $0.0046571699341034$ differ by less than $10^{-15}$. The floor lies in the Gauss sum, whose nodes and weights are double precision: they shift $Q/2$ by $-1.2\times10^{-14}$, while the same 24-point rule with nodes and weights in full precision errs by about $10^{-18}$. The internal estimate is $8.3\times10^{-13}+7.5\times10^{-24}+3.5\times10^{-14}=8.7\times10^{-13}$, about 70 times the true error.

Thus $k_0=19.769$ Ry $=268.97$ eV, far in the continuum, and in hartree $\ln k_0$ is smaller by $\ln2$, $2.290981375206$. The energy term is $-(4\alpha^3/3\pi)\ln k_0=-1085.15\ \mathrm{MHz}\times2.98413=-3238$ MHz, or $-4.922\times10^{-7}$ hartree. The twelve decimals of $\ln k_0$ belong to the defined quantity; the frequency is one leading-order term for a fixed nucleus. For an excited state with a lower level that a dipole transition can reach, such as 2p, $h+k$ is not positive at small $k$, the lower bound is lost, and $J$ has poles that need separate treatment. The functions used in the fit were derived for hydrogen 1s and must be established again for another system.

\section*{Values computed for the example and the checks}
\begin{verbatim}
sum f = 1.0 ; D = 2.0 a.u.
reference ln k0[Ry]: bound -0.014494881673174 continuum 2.9986234374387 total 2.9841285557655
t = 0.5 k = 1.5 Eh: J = 0.415291116594611 J_20 = 0.415291116594611 w_20 = 1.43440501234 a.u.
t = 0.05 k = 199.5 Eh: J = 0.00497007357509401 J_20 = 0.00497007357509401 w_20 = 0.310170807135 a.u.
J-w identity violation without s (t=0.5, N=3): 0.0134 a.u.
boundary layer: w0*sqrt(k) = 5.65685424949 a.u.
t=0.2 N=4: J-J_N = 1.17239e-7 energy norm = 1.172388e-07 a.u.
  relative errors: u (L2) 1.14e-03, J 1.55e-06
exact R coefficients t^1..t^4: ['24.36141956', '-84.63789014', '-3.188660013', '97.30810347']
exact log coefficients of F, t t^3 t^5: ['32.0', '-64.0', '53.33333333']
tail error exponent in t0 (2e-4 vs 1e-4), P = 1 : 2.9971
tail error exponent in t0 (2e-4 vs 1e-4), P = 3 : 4.9924
t0 = 0.02 k(t0) = 1249.5 Eh; k(4 t0) = 77.625 Eh; n=24; 16 fit points
exact data: Gauss part -2.03640005840313 exact tail 0.0046571699341034
N, max(F-F_N), error of ln k0 from [t0,1], total error (P=8)
  8 1.8e-6 -5.48e-9 -1.54e-7
  12 3.23e-11 -7.72e-14 -6.75e-12
  16 1.27e-15 -4.16e-18 -1.21e-14
  20 2.2e-19 -4.88e-22 -1.19e-14
  24 3.57e-23 -4.75e-26 -1.19e-14
  28 2.23e-27 -4.37e-30 -1.19e-14
decay rate per function: measured 2.326, estimate 1.698, L = 3.9318
t0, N=16: F-F_N with a in [1,2] 3.91 ; with a in [1,lam+1] 1.27e-15
P, terms, ln k0[Ry], error, Lambda (N=28)
  1 1 2.9837723223382 -0.000356 0.00359
  2 2 2.9841131577958 -1.54e-5 0.0112
  3 4 2.9841285028813 -5.29e-8 0.0406
  4 5 2.9841285526835 -3.08e-9 0.095
  5 7 2.9841285557518 -1.36e-11 0.73
  6 8 2.9841285557647 -8.44e-13 2.15
  7 10 2.9841285557655 -1.46e-14 21.4
  8 11 2.9841285557655 -1.19e-14 66.4
error if R tail dropped: -0.002329 ; if all of [0,t0] dropped: -0.1482
fitted R coefficients t, t^2, t^3 ln t: 24.36141956 -84.63789 -64.0
free fit of F: constant 16.0 ; t ln t 32.0
variational Gauss part -2.03640005840313 fitted tail 0.004657169934103
estimates: fit 8.3e-13 basis 7.5e-24 quadrature 3.5e-14 true error 1.2e-14
ln k0[Ry] = 2.984128555765 ; ln k0[Eh] = 2.290981375206
k0 = 19.76926691 Ry = 268.97458 eV
energy term = -4.921555e-07 Eh = -3238.228 MHz; per unit ln k0: 1085.150 MHz
\end{verbatim}
